# Spin factor for Coulomb scattering of electrons in first Born order

## Definitions and conventions

An electron of rest mass $m$, momentum $\mathbf p$ and total energy $E$ scatters elastically into momentum $\mathbf p'$. Units with $\hbar=c=1$ are used until the numerical example. Then

$$E^2=p^2+m^2,\qquad \beta=p/E,\qquad |\mathbf p'|=|\mathbf p|=p .$$

The scattering angle is $\theta$, and $s=\sin(\theta/2)$. The momentum transfer is $\mathbf q=\mathbf p'-\mathbf p$, so that

$$q^2=2p^2(1-\cos\theta)=4p^2s^2 .$$

The target is a fixed point nucleus of charge number $Z$. The potential energy of the electron is $V(r)=-Z\alpha/r$, where $\alpha$ is the fine-structure constant. Nuclear recoil, radiation and exchange with atomic electrons are left out. The forward direction $\theta=0$ is excluded.

The result, to first order in $V$ in the amplitude and summed over the final spin, is

$$\frac{d\sigma_D}{d\Omega}=\frac{d\sigma_0}{d\Omega}\left(1-\beta^2s^2\right),\qquad
\frac{d\sigma_0}{d\Omega}=\frac{(Z\alpha)^2}{4\beta^2p^2s^4}. \tag{1}$$

Here $d\sigma_0$ is the spinless cross section: the first Born result of the Klein–Gordon equation with the same momentum, mass and potential. It is not the nonrelativistic Rutherford formula, and the difference matters in an implementation, as shown below.

## The spinless cross section

An electrostatic potential enters the stationary Klein–Gordon equation through $E\to E-V$:

$$(E-V)^2\psi=(-\nabla^2+m^2)\psi .$$

Expanding the square and using $E^2-m^2=p^2$ gives

$$(\nabla^2+p^2)\psi=(2EV-V^2)\psi .$$

The term $V^2$ is of second order and is dropped. In the remaining term $\psi$ is replaced by the incident wave $e^{i\mathbf p\cdot\mathbf r}$. The outgoing solution of $(\nabla^2+p^2)G=\delta(\mathbf r-\mathbf r')$ is

$$G=-\frac{e^{ip|\mathbf r-\mathbf r'|}}{4\pi|\mathbf r-\mathbf r'|}.$$

Far from the target, $|\mathbf r-\mathbf r'|\simeq r-\hat{\mathbf r}\cdot\mathbf r'$ in the phase, and $\mathbf p'=p\hat{\mathbf r}$. The scattered wave is therefore $f_0e^{ipr}/r$, with

$$f_0=-\frac{2E}{4\pi}\tilde V(\mathbf q),\qquad
\tilde V(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}V(\mathbf r)\,d^3r. \tag{2}$$

The far-field approximation is not valid for a potential that falls as slowly as $1/r$. The Coulomb potential is therefore treated as the limit of $-Z\alpha e^{-\mu r}/r$. The angular integral of $e^{-i\mathbf q\cdot\mathbf r}$ is $4\pi\sin(qr)/(qr)$, which leaves

$$\tilde V=-\frac{4\pi Z\alpha}{q}\int_0^\infty e^{-\mu r}\sin(qr)\,dr
=-\frac{4\pi Z\alpha}{q^2+\mu^2}.$$

The last integral is the imaginary part of $1/(\mu-iq)$, namely $q/(q^2+\mu^2)$. With $q\ne0$ held fixed, $\mu\to0$ gives

$$f_0=\frac{2EZ\alpha}{q^2}=\frac{EZ\alpha}{2p^2s^2}.$$

The Klein–Gordon current is proportional to $\mathrm{Im}(\psi^*\nabla\psi)$. It equals $p$ for the incident wave and $p|f_0|^2/r^2$ for the outgoing wave, in the same units. Hence $d\sigma_0/d\Omega=|f_0|^2$, and $E/p=1/\beta$ turns this into the second part of (1).

## The Dirac amplitude

Let

$$H_0=-i\boldsymbol\alpha\cdot\nabla+\beta_Dm,$$

where $\beta_D$ is a Dirac matrix and $\beta$ remains the speed. The matrices $\alpha_i$ and $\beta_D$ anticommute with one another and have unit square. The equation to solve is $(E-H_0)\psi=V\psi$. Multiplication from the left by $E+H_0$ produces

$$(E+H_0)(E-H_0)=E^2-H_0^2=p^2+\nabla^2,$$

because $H_0^2=-\nabla^2+m^2$. Thus

$$(\nabla^2+p^2)\psi=(E+H_0)(V\psi).$$

The incident wave is $u\,e^{i\mathbf p\cdot\mathbf r}$, with

$$H(\mathbf p)u=Eu,\qquad H(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+\beta_Dm,\qquad u^\dagger u=1.$$

Since $G$ depends on $\mathbf r-\mathbf r'$, the operator $E+H_0$ can be taken outside the integral over $\mathbf r'$. It then acts on the same outgoing wave as in the spinless problem. To leading order in $1/r$ the gradient of $e^{ipr}/r$ is $ip\hat{\mathbf r}\,e^{ipr}/r$; derivatives of the angular dependence fall as $1/r^2$. The scattered wave is therefore $F e^{ipr}/r$, where the four-component amplitude is

$$F=-\frac{\tilde V(\mathbf q)}{4\pi}\,[E+H(\mathbf p')]\,u
=f_0\,\Lambda' u,\qquad \Lambda'=\frac{E+H(\mathbf p')}{2E}. \tag{3}$$

Because $H(\mathbf p')^2=E^2$, the matrix $\Lambda'$ gives one on spinors of energy $+E$ and zero on those of energy $-E$. It is the projector $\sum_r u'_ru_r'^\dagger$ over the two final spin states. The factor $2E$ that came from the cross term $2EV$ in the spinless equation comes here from the normalization of the projector. This is why the two results share the same prefactor.

The cross section also needs the flux. From $H(\mathbf p)u=Eu$ and the anticommutator $\{H(\mathbf p),\alpha_i\}=2p_i$,

$$2E\,u^\dagger\alpha_iu=u^\dagger\{H(\mathbf p),\alpha_i\}u=2p_i,
\qquad\text{so}\qquad u^\dagger\boldsymbol\alpha u=\mathbf p/E. \tag{4}$$

The incident flux is $\beta$. Since $F$ is a positive-energy spinor of momentum $\mathbf p'$, the same identity gives an outgoing radial flux $\beta F^\dagger F/r^2$. The speeds cancel, and

$$\frac{d\sigma_D}{d\Omega}=F^\dagger F=|f_0|^2\,u^\dagger\Lambda'u
=|f_0|^2\sum_r|u_r'^\dagger u|^2. \tag{5}$$

## The spin sum

The anticommutator $\{H(\mathbf p),\beta_D\}=2m$ gives $u^\dagger\beta_Du=m/E$ by the argument that led to (4). Both expectation values are now inserted:

$$u^\dagger\Lambda'u=\frac12+\frac{u^\dagger(\boldsymbol\alpha\cdot\mathbf p'+\beta_Dm)u}{2E}
=\frac12\left[1+\frac{\mathbf p\cdot\mathbf p'+m^2}{E^2}\right].$$

With $\mathbf p\cdot\mathbf p'/E^2=\beta^2\cos\theta$ and $m^2/E^2=1-\beta^2$,

$$u^\dagger\Lambda'u=1-\tfrac12\beta^2(1-\cos\theta)=1-\beta^2s^2 .$$

This proves (1). No average over the initial spin was needed: any normalized positive-energy $u$ gives the same value. An average would leave it unchanged.

The potential entered only through $f_0$. The factor therefore holds in this order for any static electrostatic potential with a defined transform, including a screened atom, wherever $f_0\ne0$. It does not follow for a magnetic interaction, whose Dirac matrix structure differs from that of $V$.

## Spin-resolved amplitudes

A code that follows polarization needs amplitudes as well as their sum. In the standard representation, $\beta_D$ is diagonal with entries $(1,1,-1,-1)$, and $\boldsymbol\alpha$ couples the upper and lower pairs through $\boldsymbol\sigma$. The lower pair of $H(\mathbf p)u=Eu$ fixes

$$u=N\begin{pmatrix}\chi\\[2pt] \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\chi\end{pmatrix},
\qquad \chi^\dagger\chi=1.$$

Define $t=p^2/(E+m)^2=(E-m)/(E+m)$. The normalization $N^2(1+t)=1$ gives $N^2=(E+m)/(2E)$.

The identity $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p'\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p)$ then yields $u'^\dagger u=\chi'^\dagger M\chi$, with

$$M=N^2\left[1+t\cos\theta+i\,t\sin\theta\,\boldsymbol\sigma\cdot\mathbf n\right],
\qquad \mathbf n=\frac{\mathbf p'\times\mathbf p}{|\mathbf p'\times\mathbf p|}. \tag{6}$$

At $\theta=\pi$ the direction $\mathbf n$ is undefined, but its coefficient vanishes. Since $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, the cross terms in $M^\dagger M$ cancel:

$$M^\dagger M=N^4\left[(1+t\cos\theta)^2+t^2\sin^2\theta\right]
=N^4\left[(1+t)^2-4ts^2\right].$$

The second form uses $\cos\theta=1-2s^2$. The first term is $N^4(1+t)^2=1$. The coefficient of $-s^2$ is

$$4tN^4=4\,\frac{E-m}{E+m}\,\frac{(E+m)^2}{4E^2}=\frac{p^2}{E^2}=\beta^2 .$$

Thus $M^\dagger M=(1-\beta^2s^2)\mathbf 1$, in agreement with the projector calculation. The product $MM^\dagger$ has the same value, so an unpolarized beam remains unpolarized in this order.

The factor has a direct reading in terms of helicity, the sign $h=\pm1$ of the spin along the momentum. For helicity states, $\boldsymbol\sigma\cdot\mathbf p\,\chi=hp\chi$ and $\boldsymbol\sigma\cdot\mathbf p'\chi'=h'p\chi'$. Therefore

$$u'^\dagger u=N^2(1+hh't)\,\chi'^\dagger\chi,\qquad
|\chi'^\dagger\chi|^2=\tfrac12(1+hh'\cos\theta).$$

For equal helicities $N^2(1+t)=1$; for opposite helicities $N^2(1-t)=m/E$. The two weights are

$$w_{\rm kept}=\cos^2(\theta/2),\qquad
w_{\rm flipped}=\frac{m^2}{E^2}\sin^2(\theta/2). \tag{7}$$

Their sum is $1-\beta^2s^2$. They are weights relative to the spinless cross section, not probabilities normalized to one.

## Limits and their meaning

At low speed, $\beta\to0$, the factor tends to one at every angle. Spin still has two states, but the final-spin sum no longer changes the angular distribution.

At high energy, $m/E\to0$, the flipped weight vanishes and the factor becomes $\cos^2(\theta/2)$. Exact backscattering is then suppressed. A central potential conserves angular momentum along the incident axis, and orbital motion along that axis contributes none. At $\theta=\pi$ the spin projection must therefore stay fixed while the momentum reverses, so the helicity must flip. Equation (7) gives this process the weight $m^2/E^2=1-\beta^2$.

At small angle the factor is $1-\beta^2\theta^2/4$ to leading order. The relative change due to spin is therefore small for the many weak deflections and largest for the rare strong ones.

## Integrated forms and sampling

For use in a transport calculation, let $x=s^2$ and

$$C=\frac{(Z\alpha)^2}{4\beta^2p^2}.$$

Since $dx=\tfrac12\sin\theta\,d\theta$, integration over azimuth gives $d\Omega=4\pi\,dx$. The cross section for deflection beyond an angle $\theta_c>0$, with $x_c=\sin^2(\theta_c/2)$, is

$$\sigma_D(>\theta_c)=4\pi C\int_{x_c}^1\left(\frac1{x^2}-\frac{\beta^2}{x}\right)dx
=4\pi C\left[\frac1{x_c}-1+\beta^2\ln x_c\right]. \tag{8}$$

The spinless value is obtained by omitting the term in $\beta^2$. Their ratio is

$$R(x_c)=1-\beta^2\,\frac{x_c\ln(1/x_c)}{1-x_c}. \tag{9}$$

It tends to one as $x_c\to0$ and to $1-\beta^2$ as $x_c\to1$. For the backward hemisphere, $x_c=1/2$ and $R=1-\beta^2\ln2$.

Equation (9) also gives the efficiency of a simple sampling rule. The spinless distribution is proportional to $dx/x^2$, so $y=1/x$ is uniform between $1$ and $1/x_c$. Draw $y$ uniformly, set $x=1/y$, and accept it with probability $1-\beta^2x$. The accepted values follow the Dirac distribution, and the mean acceptance is $R(x_c)$. The collision rate must use $\sigma_D$ from (8); changing the angular distribution while keeping the spinless rate would leave too many collisions.

A second useful moment weights each deflection by its relative loss of forward momentum, $1-\cos\theta=2x$:

$$\int_{\theta>\theta_c}(1-\cos\theta)\,d\sigma_D
=8\pi C\left[\ln\frac1{x_c}-\beta^2(1-x_c)\right]. \tag{10}$$

The spin term stays finite as $x_c\to0$, while the Coulomb logarithm grows. For an atom, screening supplies the physical cutoff; the sharp cutoff in (10) is a model of it.

To restore ordinary units, replace $p$ by $pc$ and $Z\alpha$ by $Z\alpha\hbar c$ in $C$. If an existing routine instead uses the nonrelativistic expression $(Z\alpha)^2/(4m^2\beta^4s^4)$ with the true $\beta$, it lacks a factor. From $p^2=m^2\beta^2/(1-\beta^2)$,

$$\frac{d\sigma_0}{d\Omega}=(1-\beta^2)\,\frac{(Z\alpha)^2}{4m^2\beta^4s^4}. \tag{11}$$

Both $1-\beta^2$ and the spin factor are then required.

## A 100 keV electron on carbon

Carbon is a main constituent of organic electron-beam resists. For a kinetic energy of 100 keV and a rest energy of 510.999 keV,

$$\frac Em=1+\frac{100}{510.999}=1.1957,\qquad
pc=\sqrt{100^2+2(100)(510.999)}\ \text{keV}=334.96\ \text{keV}.$$

Thus $\beta=334.96/610.999=0.5482$ and $\beta^2=0.3005$. For $Z=6$, the prefactor is $C=5.534$ barn/sr. At $90^\circ$, $s^2=1/2$, and so

$$\frac{d\sigma_0}{d\Omega}=\frac{5.534}{(1/2)^2}=22.14\ \text{barn/sr},\qquad
1-\frac{0.3005}{2}=0.8497,$$

$$\frac{d\sigma_D}{d\Omega}=22.14\times0.8497=18.81\ \text{barn/sr}.$$

The kept and flipped helicity weights are 0.5000 and 0.3497. The reduction by 15% relative to the spinless value thus comes from the smaller flipped weight, which would be 0.5 at low speed. At $30^\circ$ the factor is 0.9799; at $180^\circ$ it is 0.6995.

For all deflections beyond $90^\circ$,

$$\sigma_0=4\pi(5.534)=69.54\ \text{barn},\qquad
R=1-0.3005\ln2=0.7917,$$

which gives $\sigma_D=55.06$ barn. Omitting spin would overestimate this Born cross section by 26% relative to the Dirac value. The corresponding ratios at 10, 30 and 50 keV are 0.974, 0.925 and 0.882. Within first Born order for the bare nucleus, the spin correction to large-angle scattering is therefore a few per cent at 10 keV and about a fifth at 100 keV, relative to the spinless result. At the low energies the neglected effects are of the same size. At 10 keV, $Z\alpha/\beta=0.22$ for carbon; the all-order Dirac cross section beyond $90^\circ$ is 0.981 of the spinless Born value for the bare nucleus and about 1.00 with atomic screening, in place of 0.974.

These numbers describe one nuclear collision. The backscattered dose in a resist also depends on the substrate, repeated deflections and energy loss, so it need not change by the same fraction.

## Accuracy and failure of first Born order

The condition for the expansion is that $Z\alpha/\beta$ be small. For carbon at 100 keV it is 0.080. Scaling with $Z$ gives 0.19 for silicon and 1.05 for gold. This parameter indicates the regime; it is not itself an error estimate.

The error was measured by solving the Dirac equation in the point Coulomb field by partial waves, without expansion in $V$. The following table gives the resulting cross section divided by the spinless Born value. The last column is its excess over the Dirac Born value, relative to the latter.

| Nucleus | Angle | Ratio | Excess |
|---|---:|---:|---:|
| Carbon | 90° | 0.868 | 2.2% |
| Carbon | 180° | 0.702 | 0.4% |
| Silicon | 90° | 0.903 | 6.2% |
| Silicon | 180° | 0.715 | 2.2% |
| Gold | 90° | 1.63 | 92% |
| Gold | 180° | 1.84 | 163% |

For carbon the spin factor accounts for most of the departure from the spinless Born result at these angles. Beyond $90^\circ$ the partial-wave cross section is 55.96 barn, which is 1.6% above the Dirac Born value. For silicon the remaining error is several per cent at $90^\circ$. For gold even the direction of the correction is wrong: equation (1) predicts a reduction, while the partial-wave result is an enhancement. A gold alignment mark or a heavy-metal layer therefore needs cross sections beyond first Born order. The excess also varies with angle, so one constant multiplier cannot repair the formula.

Two tests support this comparison. For gold, the Coulomb phase factors of four low partial waves agreed with direct integration of the radial Dirac equations to $2.6\times10^{-3}$. The integration ended at $pr=2000$, where a remainder of order $1/(pr)$ is expected. In the second test, $Z\alpha$ was set to $\pm10^{-3}$. The leading correction to the cross section is odd in the charge and cancels in the average over signs. The averaged Klein–Gordon and Dirac partial-wave results then agreed with the two parts of (1) within $7.1\times10^{-6}$ of the spinless Born value, at energies from 30 keV to 1 MeV and angles from $40^\circ$ to $180^\circ$.

Screening is a separate approximation. With a Yukawa potential, both Born cross sections are multiplied by $[q^2/(q^2+\mu^2)]^2$. The model choice $\mu=Z^{1/3}/a_0$, with $a_0$ the Bohr radius, changes the first Born carbon result at $90^\circ$ by $-0.04\%$. This is well below the Born error there. The first Born estimate understates the effect, however. Solved to all orders, the same Yukawa potential raises the carbon cross section by about 0.2% at $90^\circ$ and 0.3% at $180^\circ$, the latter comparable with the tabulated excess. For gold at this energy, Yukawa and Molière screening raise the cross section by about 1 to 3.5% at $90^\circ$ and 9 to 12% at $180^\circ$, and lower it by 5 to 14% at $40^\circ$. The table above holds for bare nuclei and does not replace atomic cross sections. At sufficiently small angle $q$ becomes comparable with $\mu$, and the unscreened cross section fails even though the spin factor is close to one. In that region the atomic potential belongs in $f_0$, with the same factor $1-\beta^2s^2$ retained.

The remaining values at intermediate angles are listed in the numerical output.

## Numbers as computed

```
Beam kinetic energy: 100 keV; target: carbon nucleus, Z = 6
Electron rest energy: 510.999 keV
Total energy / rest energy: 1.19570
Momentum times c: 334.96 keV
beta: 0.54822   beta^2: 0.30055
Z alpha / beta for carbon: 0.0799
Spinless prefactor (value at 180 deg): 5.5340 barn/sr
Angle (deg), spinless (barn/sr), factor, Dirac Born (barn/sr):
   30    1233.270  0.9799    1208.440
   60      88.545  0.9249      81.892
   90      22.136  0.8497      18.810
  120       9.838  0.7746       7.621
  150       6.357  0.7196       4.575
  180       5.534  0.6995       3.871
Helicity weights at 90 deg: kept 0.5000, flipped 0.3497
Beyond 90 deg, spinless Born: 69.543 barn
Beyond 90 deg, Dirac Born: 55.056 barn
Beyond 90 deg, Dirac all orders: 55.957 barn
Backward ratio Dirac/spinless, Born: 0.7917
Beam energy (keV), beta^2, backward ratio 1 - beta^2 ln 2:
   10  0.0380  0.9736
   30  0.1078  0.9253
   50  0.1703  0.8820
  100  0.3005  0.7917
All-order Dirac / spinless Born at 100 keV, and excess over factor:
  carbon  Z= 6  90 deg: 0.8682, +2.17 %
  carbon  Z= 6 135 deg: 0.7514, +1.07 %
  carbon  Z= 6 180 deg: 0.7019, +0.35 %
  silicon Z=14  90 deg: 0.9026, +6.22 %
  silicon Z=14 135 deg: 0.7719, +3.82 %
  silicon Z=14 180 deg: 0.7146, +2.16 %
  gold    Z=79  90 deg: 1.6335, +92.24 %
  gold    Z=79 135 deg: 1.8114, +143.64 %
  gold    Z=79 180 deg: 1.8426, +163.43 %
Yukawa screening change at 90 deg, carbon: -0.0409 %
Largest weak-charge limit error: 7.1e-06
Largest radial phase-factor error, gold: 2.6e-03
```
